# Scaled Diamagnetic Kepler Motion as Two Oscillators with Sextic Coupling

Before computing classical orbits of a highly excited electron in a magnetic field, one must decide which parameters to scan and which variables to integrate. A grid over energy and field strength repeats the same work many times, because orbits at different fields can be enlarged copies of one another. Cartesian variables have a further drawback: the force diverges whenever the electron meets the nucleus. Both matters are settled by a change of scale followed by a change of coordinates and time.

Consider one electron bound to a fixed point charge $+1$, in a uniform field along $z$. The motion is non-relativistic and spin is ignored. In Hartree atomic units the electron has mass $1$ and charge $-1$. The field strength is $\gamma=B/B_0$, where $B_0=2.3505\times10^5$ T is the atomic unit of magnetic flux density. With the vector potential $\mathbf A=(\gamma/2)(-y,x,0)$, whose curl is $\gamma\hat{\mathbf z}$, the laboratory Hamiltonian is

$$H_{\rm lab}=\tfrac12(\mathbf p+\mathbf A)^2-\frac1r .$$

The plus sign comes from the negative charge. To expand the square, note that

$$\mathbf p\cdot\mathbf A=\frac{\gamma}{2}(xp_y-yp_x)=\frac{\gamma}{2}L,\qquad
\frac{A^2}{2}=\frac{\gamma^2}{8}(x^2+y^2)=\frac{\gamma^2\rho^2}{8}.$$

Here $L$ is the canonical angular momentum about $z$, and $\rho$ is the distance from the $z$ axis. Therefore $H_{\rm lab}=H+\gamma L/2$, with the diamagnetic Hamiltonian

$$H=\frac12\left(p_\rho^2+p_z^2+\frac{L^2}{\rho^2}\right)-\frac1r+\frac{\gamma^2\rho^2}{8}=E .$$

The azimuth $\phi$ does not appear in $H_{\rm lab}$, so $L$ is conserved, and so is $E$. The linear term $\gamma L/2$ contains none of $\rho,z,p_\rho,p_z$ and leaves their equations unchanged. It does enter the azimuthal equation,

$$\frac{d\phi}{dt}=\frac{\partial H_{\rm lab}}{\partial L}=\frac{L}{\rho^2}+\frac{\gamma}{2}.$$

In a frame turning at the rate $\gamma/2$ the motion is thus governed by $H$ alone. The symbol $E$ below means the value of $H$; the laboratory energy is $E+\gamma L/2$. The two coincide for $L=0$.

To remove the field strength, set

$$\mathbf r=\gamma^a\tilde{\mathbf r},\qquad \mathbf p=\gamma^b\tilde{\mathbf p},\qquad t=\gamma^c\tilde t .$$

The kinetic, Coulomb and diamagnetic terms acquire the factors $\gamma^{2b}$, $\gamma^{-a}$ and $\gamma^{2+2a}$. A common factor can be taken out if

$$2b=-a=2+2a .$$

The second equality gives $a=-2/3$, and the first then gives $b=1/3$. The common factor is $\gamma^{2/3}$, so that

$$H=\gamma^{2/3}\tilde H,\qquad
\tilde H=\frac{\tilde p^2}{2}-\frac1{\tilde r}+\frac{\tilde\rho^2}{8}.$$

The exponent of time follows from Hamilton's equations. In $d\mathbf r/dt=\partial H/\partial\mathbf p$ the left side carries $\gamma^{a-c}$ and the right side $\gamma^{2/3-b}$. Hence $-2/3-c=1/3$, or $c=-1$. The other equation, $d\mathbf p/dt=-\partial H/\partial\mathbf r$, carries $\gamma^{b-c}=\gamma^{4/3}$ on the left and $\gamma^{2/3-a}=\gamma^{4/3}$ on the right. Both equations therefore keep Hamiltonian form, and no field strength remains in them.

The value of $\tilde H$ is the scaled energy

$$\boxed{\;\varepsilon=E\gamma^{-2/3}\;}$$

Angular momentum is a product of a length and a momentum, so it scales as $\gamma^{-2/3+1/3}=\gamma^{-1/3}$. Its scaled value is

$$l=L\gamma^{1/3}.$$

This fixes the condition under which the motion depends on the scaled energy alone: $L=0$, or a comparison made at fixed $l$. In general the family of orbits has the two parameters $\varepsilon$ and $l$. An individual orbit also needs a starting point on its scaled energy shell. Given the same scaled starting point and momentum, two fields produce the same scaled path, and the laboratory paths differ only in scale: their lengths are in the ratio of the two values of $\gamma^{-2/3}$, and their times in the ratio of the two values of $\gamma^{-1}$. The rotation of the frame respects this scaling, because $\gamma t/2=\tilde t/2$.

For bound energies, $\varepsilon$ compares two frequencies. The field-free Kepler motion has angular frequency $(-2E)^{3/2}$, and a free electron circles the field with angular frequency $\gamma$. Their ratio is

$$\frac{(-2E)^{3/2}}{\gamma}=(-2\varepsilon)^{3/2}.$$

A large negative $\varepsilon$ means that the electron completes many Kepler revolutions in one cyclotron period. At $\varepsilon=-0.3$ the ratio is $0.6^{3/2}\approx0.46$, and the field is no longer a small disturbance.

The argument is classical. Since $xp_x=\gamma^{-1/3}\tilde x\tilde p_x$, the quantum commutator becomes $[\tilde x,\tilde p_x]=i\gamma^{1/3}$. The quantum problem thus retains the field as an effective Planck constant $\gamma^{1/3}$, even at fixed $\varepsilon$. Other forces can also add parameters. An electric field $F$ contributes a potential term of size $Fr$, which after division by $\gamma^{2/3}$ has the strength $F\gamma^{-4/3}$; this number and the direction of the field must then be held fixed as well. A component of $F$ across the magnetic field also ends the conservation of $L$, so that $l$ is only a starting value and the reduction below no longer applies. An ionic core of fixed radius spoils the scaling because it introduces a length that does not change with $\gamma$.

As a numerical case, take $\varepsilon=-0.3$ with fields of $8$ T and $1$ T. At $8$ T,

$$\gamma=\frac{8}{2.3505\times10^5}=3.4035\times10^{-5},\qquad \gamma^{-2/3}=952.2 .$$

The energy is therefore $E=-0.3/952.2=-3.151\times10^{-4}$ hartree, or $-69.15$ cm$^{-1}$. At $1$ T the length unit is larger by $8^{2/3}=4$, namely $3809$ bohr, and the energy is smaller in magnitude by the same factor, $-7.877\times10^{-5}$ hartree. The time unit $1/\gamma$ grows by $8$, from $0.7107$ ps to $5.686$ ps.

From here on all quantities are scaled and the tildes are dropped. The Coulomb singularity can be removed with the semiparabolic coordinates

$$\mu=\sqrt{r+z},\qquad \nu=\sqrt{r-z}.$$

Their product is $\sqrt{r^2-z^2}=\rho$, while the sum and difference of their squares are $2r$ and $2z$. Thus

$$\rho=\mu\nu,\qquad z=\frac{\mu^2-\nu^2}{2},\qquad r=\frac{\mu^2+\nu^2}{2}.$$

The new momenta follow from requiring that $p_\rho\,d\rho+p_z\,dz=p_\mu\,d\mu+p_\nu\,d\nu$, which makes the transformation canonical. Inserting $d\rho=\nu\,d\mu+\mu\,d\nu$ and $dz=\mu\,d\mu-\nu\,d\nu$ and collecting the coefficients gives

$$p_\mu=\nu p_\rho+\mu p_z,\qquad p_\nu=\mu p_\rho-\nu p_z .$$

When these are squared and added, the cross terms $+2\mu\nu p_\rho p_z$ and $-2\mu\nu p_\rho p_z$ cancel:

$$p_\mu^2+p_\nu^2=(\mu^2+\nu^2)(p_\rho^2+p_z^2).$$

The azimuth and its momentum $l$ are untouched. The energy condition $H-\varepsilon=0$ therefore reads

$$\frac{p_\mu^2+p_\nu^2}{2(\mu^2+\nu^2)}+\frac{l^2}{2\mu^2\nu^2}-\frac{2}{\mu^2+\nu^2}+\frac{\mu^2\nu^2}{8}-\varepsilon=0 .$$

Multiply by $\mu^2+\nu^2$. The Coulomb term turns into the constant $-2$, and the centrifugal term separates, since $(\mu^2+\nu^2)/(\mu^2\nu^2)=1/\mu^2+1/\nu^2$. Moving the constant to the right gives

$$\boxed{\begin{aligned}
h={}&\frac{p_\mu^2+p_\nu^2}{2}-\varepsilon(\mu^2+\nu^2)
+\frac{l^2}{2}\left(\frac1{\mu^2}+\frac1{\nu^2}\right)\\
&+\frac18\mu^2\nu^2(\mu^2+\nu^2)=2 .
\end{aligned}}$$

The roles of the constants have changed. The physical energy $\varepsilon$ is now a coefficient in the potential, and the value of the new Hamiltonian is fixed by the nuclear charge. The last term is of sixth degree in the coordinates, and it is the one term that couples $\mu$ to $\nu$.

It remains to show that $h$ generates the correct motion. Write $f=\mu^2+\nu^2$, so that $h-2=f(H-\varepsilon)$. For any phase-space variable $q$,

$$\frac{\partial h}{\partial q}=f\frac{\partial H}{\partial q}+(H-\varepsilon)\frac{\partial f}{\partial q}.$$

On the energy shell the second term vanishes. Every Hamiltonian rate of change is then multiplied by the same positive factor $f$, which amounts to using a new time $\tau$ with

$$dt=(\mu^2+\nu^2)\,d\tau=2r\,d\tau .$$

The path is unchanged, but physical times must be recovered from this relation. The equivalence holds for $h=2$; a trajectory with another value of $h$ belongs to another nuclear charge, since a charge $Z$ would give $h=2Z$.

The equation for $\mu$ follows by differentiating $h$. Because

$$\frac{\partial}{\partial\mu}\,\frac{\mu^4\nu^2+\mu^2\nu^4}{8}
=\frac{4\mu^3\nu^2+2\mu\nu^4}{8}
=\frac{\mu\nu^2(2\mu^2+\nu^2)}{4},$$

one finds

$$\frac{d^2\mu}{d\tau^2}=2\varepsilon\mu+\frac{l^2}{\mu^3}-\frac{\mu\nu^2(2\mu^2+\nu^2)}{4}.$$

The equation for $\nu$ is obtained by exchanging $\mu$ and $\nu$.

For $\varepsilon<0$ the quadratic part of $h$ is $\tfrac12\omega^2(\mu^2+\nu^2)$ with $\omega=\sqrt{-2\varepsilon}$. It describes two oscillators of equal frequency. If $l\ne0$, each variable is the radius of a two-dimensional isotropic oscillator with angular momentum $l$, which explains the two centrifugal terms. At $\varepsilon=0$ the quadratic part and its force disappear, and for $\varepsilon>0$ this force pushes outwards. The transformation remains valid in those cases, but the word oscillator no longer describes the quadratic part.

The value of $\varepsilon$ also decides whether escape is energetically possible. For $\varepsilon<0$ every term of $h$ is non-negative, so $-\varepsilon(\mu^2+\nu^2)\le2$ and hence $r\le1/|\varepsilon|$. For $\varepsilon>0$ and $l=0$, an electron moving outwards along $\nu=0$ obeys $d^2\mu/d\tau^2=2\varepsilon\mu$ and runs away along the field, where the diamagnetic term vanishes. For $l\ne0$ the threshold lies higher. Far from the nucleus the Coulomb term vanishes, while $l^2/(2\rho^2)+\rho^2/8\ge|l|/2$, with equality at $\rho^2=2|l|$. Escape therefore requires $\varepsilon\ge|l|/2$, and the electron remains bound for $0<\varepsilon<|l|/2$.

For $l=0$ the motion lies in a plane that contains the $z$ axis and turns at the rate $\gamma/2$ in the laboratory. An electron crossing the axis would make $\phi$ jump by $\pi$ if $\rho$ were kept positive. It is simpler to let $\mu$ and $\nu$ take both signs and to read $\mu\nu$ as the signed horizontal coordinate in the plane. The points $(\mu,\nu)$ and $(-\mu,-\nu)$ then represent the same position.

The nucleus is now an ordinary point. At $\mu=\nu=0$ the condition $h=2$ gives $p_\mu^2+p_\nu^2=4$, a finite value. An electron leaving at angle $\theta$ to the field has

$$p_\mu=2\cos\frac\theta2,\qquad p_\nu=2\sin\frac\theta2 .$$

Indeed, for small $\tau$ these give $\mu=2\tau\cos(\theta/2)$ and $\nu=2\tau\sin(\theta/2)$. Hence $z=2\tau^2\cos\theta$ and $\rho=2\tau^2\sin\theta$, which is a straight line at angle $\theta$. The same formulas hold for negative $\tau$, so an electron that arrives at the nucleus returns along its line of approach. Newton's equation leaves the motion undefined at the collision; the smooth passage through $\mu=\nu=0$ supplies this continuation.

The terms of $h$ can be followed in one orbit with $\varepsilon=-0.3$ and $l=0$. Start at $\rho=1$, $z=0.5$ with $p_\rho=0$ and $p_z>0$. Then $r=\sqrt{1.25}=1.1180$, and energy conservation gives

$$p_z=\sqrt{2\left(-0.3+\frac1{1.1180}-\frac18\right)}=0.969 .$$

The transformed starting values are $\mu=1.2720$, $\nu=0.7862$, $p_\mu=\mu p_z=1.2325$ and $p_\nu=-\nu p_z=-0.7617$. The kinetic, quadratic and sextic terms add up as

$$1.0497+0.6708+0.2795=2.0000 .$$

Integrating the laboratory equation of motion with the Lorentz force, by an adaptive eighth-order Runge–Kutta method, shows the scaling in physical lengths. At $\tau=6$, which is scaled time $15.1591314$ (the electron is then close to the nucleus and fast, so the digits below need the time to this accuracy), the electron is at

$$(x,y,z)=(1.11,\,3.95,\,-74.91)\ \text{bohr}$$

in the $8$ T field, and at $(4.44,\,15.78,\,-299.63)$ bohr in the $1$ T field. Each coordinate is four times larger in the weaker field, to the printed rounding. The elapsed times are $15.16\times0.7107=10.8$ ps and $15.16\times5.686=86.2$ ps.

With $l=0.3$ the angular momenta that belong together are $L=l\gamma^{-1/3}=9.257$ at $8$ T and $18.514$ at $1$ T, in units of $\hbar$. Suppose that $L=9.257$ is kept when the field is lowered to $1$ T, while $\varepsilon$ and the scaled starting point stay the same, again with $p_\rho=0$ and $p_z$ set by the energy. Then $l$ falls to $0.15$. The same integration, carried to scaled time $13.79$, gives a largest difference of $1.46$ in a scaled Cartesian coordinate between this orbit and the one with $l=0.3$. This exceeds the initial distance from the nucleus, $1.118$. Equal scaled energy is therefore insufficient when $L$ is non-zero and is not rescaled.

Two straight orbits in the rotating plane, both starting at the nucleus with $l=0$, show what the coupling does. Along the field $\nu=0$, and the sextic term vanishes. For $\varepsilon<0$ the solution with initial momentum $2$ is $\mu=(2/\omega)\sin\omega\tau$. The electron is back at the nucleus when $\tau=\pi/\omega$, after the physical scaled time

$$T_\parallel=\int_0^{\pi/\omega}\mu^2\,d\tau
=\frac4{\omega^2}\,\frac{\pi}{2\omega}=\frac{2\pi}{(-2\varepsilon)^{3/2}} .$$

This is the Kepler period, as it must be for motion on which the diamagnetic force does not act. At $\varepsilon=-0.3$ it equals $13.52$, or $9.61$ ps at $8$ T, and the turning distance is $1/|\varepsilon|=3.33$.

Across the field $\mu=\nu$ and $\rho=\mu^2$. With $p_\mu=p_\nu=d\mu/d\tau$, the condition $h=2$ becomes

$$\left(\frac{d\mu}{d\tau}\right)^2-2\varepsilon\mu^2+\frac{\mu^6}{4}=2 .$$

At $\varepsilon=0$ the turning point has $\mu^6=8$, which means $\rho=2$. The outward and inward halves take equal times, and $dt=2\mu^2d\tau$. Substituting $w=\mu^3$, with $dw=3\mu^2d\mu$, gives

$$\begin{aligned}
T_\perp&=2\int_0^{\sqrt2}\frac{2\mu^2\,d\mu}{\sqrt{2-\mu^6/4}}
=\frac43\int_0^{2\sqrt2}\frac{dw}{\tfrac12\sqrt{8-w^2}}\\
&=\frac83\,\arcsin 1=\frac{4\pi}{3}.
\end{aligned}$$

The scaled cyclotron period is $2\pi$, so the electron returns after two thirds of it. At $8$ T this is $4.189\times0.7107=2.98$ ps. The Kepler period diverges as $\varepsilon\to0^-$, whereas this return time stays finite because the diamagnetic force turns the electron back. At $\varepsilon=-0.3$, numerical integration of the oscillator equations gives $T_\perp=3.50$, or $2.49$ ps at $8$ T. The turning distance there is $1.61$, about half of that along the field.

For $\varepsilon<0$ the remaining parameter can be moved entirely into the coupling. Take $l=0$ and set

$$\mu=\frac{2u}{\omega},\qquad \nu=\frac{2v}{\omega},\qquad s=\omega\tau .$$

Then $p_\mu=d\mu/d\tau=2u'$, where the prime means $d/ds$, and likewise $p_\nu=2v'$. The kinetic terms become $2(u'^2+v'^2)$ and the quadratic terms $2(u^2+v^2)$. The sextic term acquires the factor $\tfrac18(2/\omega)^6=8/\omega^6$. Dividing $h=2$ by four leaves

$$\frac{u'^2+v'^2+u^2+v^2}{2}+\kappa u^2v^2(u^2+v^2)=\frac12 ,$$

$$\kappa=\frac{2}{\omega^6}=\frac{1}{4|\varepsilon|^3}=\frac{\gamma^2}{4|E|^3}.$$

The last form uses the unscaled energy. Since all terms are non-negative, $u^2+v^2\le1$. Together with $u^2v^2\le(u^2+v^2)^2/4$ this bounds the coupling term by $\kappa/4$. It is therefore small compared with the total $1/2$ whenever $\kappa\ll1$. Small coupling does not imply a small effect at all later times: the oscillator energies change at a rate of order $\kappa$, so the estimate alone cannot exclude changes of order one after $s\sim1/\kappa$.

The change within one cycle can be found to first order. Let $e_u=(u'^2+u^2)/2$. Its rate of change is

$$\frac{de_u}{ds}=u'(u''+u)=-\kappa u'(4u^3v^2+2uv^4).$$

For launch from the nucleus at $60^\circ$ to the field, the uncoupled solution is $u=\tfrac{\sqrt3}{2}\sin s$, $v=\tfrac12\sin s$. Inserting it on the right gives

$$\frac{de_u}{ds}=-\kappa\left(4\cdot\frac9{16}\cdot\frac14+2\cdot\frac34\cdot\frac1{16}\right)\sin^5 s\cos s
=-\frac{21}{32}\kappa\sin^5 s\cos s .$$

Integration from zero yields $e_u(s)-e_u(0)=-\tfrac{7}{64}\kappa\sin^6 s$. The largest change, relative to the total $1/2$, is $\tfrac{7}{32}\kappa$. To this order the energy is lent to the coupling term and recovered at $s=\pi$, where the uncoupled orbit returns to the nucleus. The coupled orbit narrowly misses it. On the uncoupled solution the coupling forces are $-\tfrac78\kappa u\sin^4 s$ and $-\tfrac{15}8\kappa v\sin^4 s$, so the zeros of $u$ and $v$ are shifted by different amounts of order $\kappa$, and the closest approach in $r$ is of order $\kappa^2$.

Numerical integration over one cycle $2\pi/\omega$ shows where this estimate holds. The changes are again fractions of the total:

| $\varepsilon$ | $\kappa$ | $7\kappa/32$ | computed change |
|---|---|---|---|
| $-6$ | $0.001157$ | $0.000253$ | $0.000254$ |
| $-3$ | $0.009259$ | $0.00203$ | $0.00206$ |
| $-0.3$ | $9.26$ | $2.03$ | $0.656$ |

Halving $|\varepsilon|$ from $6$ to $3$ multiplies $\kappa$ by eight and the computed change by $8.10$. At $\varepsilon=-0.3$ the first-order value exceeds the whole available energy and has lost its meaning. The $\mu$ oscillator starts with the fraction $\cos^2 30^\circ=0.75$ of the total, and its energy changes by $0.656$ of the total within one cycle. At this scaled energy the two oscillators cannot be treated as nearly independent, and the coupled equations have to be integrated.
